# Mean-field transition temperature of pseudospins with tunnelling: a numerical check

```python
"""
Result under test: mean-field transition of pseudospins in a tunnelling field,
    H = -Gamma sum_i sx_i - (1/2) sum_{i != j} J_ij sz_i sz_j,
    Tc = Gamma / artanh(Gamma / J)   for 0 < Gamma < J = sum_j J_ij.
sx, sz : Pauli matrices (eigenvalues +1 and -1)
Gamma  : tunnelling field, half the tunnel splitting, in kelvin
J      : total coupling of one pseudospin to all others, in kelvin
m      : order parameter <sz>;  x : tunnelling polarisation <sx>
All energies are divided by the Boltzmann constant.
"""
import numpy as np
import sympy as sp
from scipy.constants import k, e
from scipy.optimize import brentq, minimize
from scipy.special import entr, gammaln, logsumexp

GAMMA, J = 100.0, 200.0
MEV_PER_K = 1000 * k / e


def tc_formula(gamma, coupling):
    return gamma / np.arctanh(gamma / coupling)


def variational_state(gamma, coupling, temp):
    """Minimise energy minus T times entropy over one-site density matrices."""
    def free_energy(p):
        r = np.tanh(p[0])
        x, z = r * np.cos(p[1]), r * np.sin(p[1])
        entropy = entr((1 + r) / 2) + entr((1 - r) / 2)
        return -gamma * x - coupling * z * z / 2 - temp * entropy
    best = minimize(free_energy, [1.0, 0.7], method="Nelder-Mead",
                    options=dict(xatol=1e-9, fatol=1e-12, maxiter=4000,
                                 maxfev=8000))
    r = np.tanh(best.x[0])
    return r * np.cos(best.x[1]), abs(r * np.sin(best.x[1]))


def infinite_range_spectrum(n):
    """All levels of n spins with equal couplings J/n, by total spin."""
    energies, second, fourth, log_deg = [], [], [], []
    for s in range(n // 2 + 1):
        mz = np.arange(-s, s + 1, dtype=float)
        step = np.sqrt(s * (s + 1) - mz[:-1] * (mz[:-1] + 1)) / 2
        spin_x = np.diag(step, 1) + np.diag(step, -1)
        ham = -2 * GAMMA * spin_x - np.diag(2 * J * mz**2 / n)
        val, vec = np.linalg.eigh(ham)
        prob = vec**2
        energies.append(val)
        second.append((2 * mz)**2 @ prob)
        fourth.append((2 * mz)**4 @ prob)
        down = n / 2 - s
        ld = (gammaln(n + 1) - gammaln(down + 1) - gammaln(n - down + 1)
              + np.log((2 * s + 1) / (n / 2 + s + 1)))
        log_deg.append(np.full(2 * s + 1, ld))
    return [np.concatenate(a) for a in (energies, second, fourth, log_deg)]


def moment_ratio(spectrum, temp):
    energy, m2, m4, log_deg = spectrum
    log_w = log_deg - energy / temp
    w = np.exp(log_w - logsumexp(log_w))
    return (w @ m2)**2 / (w @ m4)


def star_tc(gamma, coupling, z):
    """Bethe-Peierls star: centre and z neighbours, weak field on neighbours."""
    n = z + 1
    dim = 2**n
    states = np.arange(dim)
    sz = np.array([1 - 2 * ((states >> i) & 1) for i in range(n)], float)
    outer = sz[1:].sum(axis=0)
    weak_field = 0.1
    ham = np.diag(-coupling / z * sz[0] * outer - weak_field * outer)
    for i in range(n):
        ham[states, states ^ (1 << i)] -= gamma
    val, vec = np.linalg.eigh(ham)
    prob = vec**2
    centre, edge = sz[0] @ prob, (outer / z) @ prob

    def mismatch(temp):
        w = np.exp(-(val - val[0]) / temp)
        return (w @ (centre - edge)) / w.sum()
    return brentq(mismatch, 80.0, 199.0)


tc = tc_formula(GAMMA, J)

# Direct minimisation: ordered below Tc, disordered between Tc and J.
T_LOW, T_ORD, T_DIS = 20.0, 150.0, 190.0
x_ord, m_ord = variational_state(GAMMA, J, T_ORD)
r_classical = brentq(lambda r: r - np.tanh(J * r / T_ORD), 0.1, 1.0)
m_predicted = np.sqrt(r_classical**2 - (GAMMA / J)**2)
assert abs(m_ord - m_predicted) < 1e-5
assert abs(x_ord - GAMMA / J) < 1e-5
x_dis, m_dis = variational_state(GAMMA, J, T_DIS)
assert m_dis < 1e-4
assert abs(x_dis - np.tanh(GAMMA / T_DIS)) < 1e-5
assert variational_state(GAMMA, J, tc - 1)[1] > 0.05
assert variational_state(GAMMA, J, tc + 1)[1] < 1e-3
m_zero = np.sqrt(1 - (GAMMA / J)**2)
assert abs(variational_state(GAMMA, J, T_LOW)[1] - m_zero) < 1e-5

# No order for tunnelling above J, nor if the numbers multiply spin-1/2 operators.
assert variational_state(210.0, J, T_LOW)[1] < 1e-4
gamma_half, j_half = GAMMA / 2, J / 4
assert variational_state(gamma_half, j_half, T_LOW)[1] < 1e-4

# Infinite-range quantum model: crossings of the moment ratio, then 1/N removed.
sizes = [50, 100, 200]
spectra = [infinite_range_spectrum(n) for n in sizes]
crossings = [brentq(lambda t: moment_ratio(spectra[i], t)
                    - moment_ratio(spectra[i + 1], t), 150.0, 230.0)
             for i in range(2)]
tc_extrapolated = 2 * crossings[1] - crossings[0]
# The tolerance covers finite-size terms beyond 1/N; the classical value is 18 K off.
assert abs(tc_extrapolated - tc) < 2.0
assert abs(crossings[1] - tc) < abs(crossings[0] - tc)

# Small-tunnelling expansion obtained symbolically.
g = sp.symbols("g", positive=True)
series = sp.series(g / sp.atanh(g), g, 0, 4).removeO()
assert sp.simplify(series - (1 - g**2 / 3)) == 0
tc_series = J * float(series.subs(g, sp.Rational(1, 2)))

# Fluctuations neglected by mean field, estimated with six equal neighbours.
Z = 6
star_classical = star_tc(0.0, J, Z)
bethe_closed = 2 * (J / Z) / np.log(Z / (Z - 2))
assert abs(star_classical - bethe_closed) < 0.01
star_quantum = star_tc(GAMMA, J, Z)
assert star_quantum < tc and star_quantum < star_classical

# Rough inputs for the potassium dihydrogen phosphate family.
GAP_MEV, T_HYDROGEN, T_DEUTERIUM = 100.0, 120.0, 220.0
upper_weight = np.exp(-GAP_MEV / (MEV_PER_K * tc))
gamma_needed = brentq(lambda y: tc_formula(y, T_DEUTERIUM) - T_HYDROGEN,
                      1.0, T_DEUTERIUM - 0.01)
assert variational_state(gamma_needed, T_DEUTERIUM, T_HYDROGEN - 1)[1] > 0.02
assert variational_state(gamma_needed, T_DEUTERIUM, T_HYDROGEN + 1)[1] < 1e-3

print(f"tunnelling field Gamma = {GAMMA:.0f} K")
print(f"total coupling J = classical Tc = {J:.0f} K")
print(f"ratio Gamma/J = {GAMMA / J:.3f} (no unit)")
print(f"artanh(Gamma/J) = {np.arctanh(GAMMA / J):.5f} (no unit)")
print(f"mean-field Tc = {tc:.2f} K")
print(f"mean-field kB*Tc = {MEV_PER_K * tc:.2f} meV")
print(f"lowering from classical Tc = {J - tc:.2f} K")
print(f"relative lowering = {100 * (1 - tc / J):.2f} %")
print(f"Tc from small-Gamma expansion = {tc_series:.2f} K")
print(f"order parameter m at 0 K = {m_zero:.4f} (no unit)")
print(f"temperature of ordered test = {T_ORD:.0f} K")
print(f"  spin length r there = {r_classical:.4f} (no unit)")
print(f"  m from r and Gamma/J = {m_predicted:.4f} (no unit)")
print(f"  m by direct minimisation = {m_ord:.4f} (no unit)")
print(f"  <sx> by direct minimisation = {x_ord:.4f} (no unit)")
print(f"temperature of disordered test = {T_DIS:.0f} K")
print(f"  m by direct minimisation = {m_dis:.4f} (no unit)")
print(f"  <sx> by direct minimisation = {x_dis:.4f} (no unit)")
print(f"spin-1/2 reading: Gamma = {gamma_half:.0f} K, J = {j_half:.0f} K")
for i in range(2):
    print(f"crossing for N = {sizes[i]} and {sizes[i + 1]}: "
          f"{crossings[i]:.2f} K")
print(f"crossings extrapolated in 1/N = {tc_extrapolated:.2f} K")
print(f"neighbours in star estimate = {Z}")
print(f"star Tc without tunnelling = {star_classical:.1f} K")
print(f"closed Bethe Tc without tunnelling = {bethe_closed:.1f} K")
print(f"star Tc with tunnelling = {star_quantum:.1f} K")
print(f"fluctuation lowering of Tc = {tc - star_quantum:.1f} K")
print(f"rough gap to higher proton levels = {GAP_MEV:.0f} meV")
print(f"Boltzmann factor of that gap at Tc = {upper_weight:.4f} (no unit)")
print(f"rough Tc, hydrogen crystal = {T_HYDROGEN:.0f} K")
print(f"rough Tc, deuterated crystal = {T_DEUTERIUM:.0f} K")
print(f"Gamma needed if tunnelling alone = {gamma_needed:.0f} K")
print("done: every assertion held")
```

Output:

```
tunnelling field Gamma = 100 K
total coupling J = classical Tc = 200 K
ratio Gamma/J = 0.500 (no unit)
artanh(Gamma/J) = 0.54931 (no unit)
mean-field Tc = 182.05 K
mean-field kB*Tc = 15.69 meV
lowering from classical Tc = 17.95 K
relative lowering = 8.98 %
Tc from small-Gamma expansion = 183.33 K
order parameter m at 0 K = 0.8660 (no unit)
temperature of ordered test = 150 K
  spin length r there = 0.7755 (no unit)
  m from r and Gamma/J = 0.5928 (no unit)
  m by direct minimisation = 0.5928 (no unit)
  <sx> by direct minimisation = 0.5000 (no unit)
temperature of disordered test = 190 K
  m by direct minimisation = 0.0000 (no unit)
  <sx> by direct minimisation = 0.4826 (no unit)
spin-1/2 reading: Gamma = 50 K, J = 50 K
crossing for N = 50 and 100: 176.65 K
crossing for N = 100 and 200: 179.35 K
crossings extrapolated in 1/N = 182.04 K
neighbours in star estimate = 6
star Tc without tunnelling = 164.4 K
closed Bethe Tc without tunnelling = 164.4 K
star Tc with tunnelling = 144.2 K
fluctuation lowering of Tc = 37.9 K
rough gap to higher proton levels = 100 meV
Boltzmann factor of that gap at Tc = 0.0017 (no unit)
rough Tc, hydrogen crystal = 120 K
rough Tc, deuterated crystal = 220 K
Gamma needed if tunnelling alone = 206 K
done: every assertion held
```
